# Why oxygen-rich metal–hafnia contacts depart from the usual pinning line

In a model of a tungsten gate on hafnia, the electron barrier is 2.18 eV at a stoichiometric contact and 2.78 eV at an oxygen-rich one. The metal's work function, the oxide's charge neutrality level and the density of gap states are the same in both. Nor could a different gap-state density account for the rise: without bond charge, this metal's barrier lies between 2.10 and 2.30 eV whatever that density is. The missing ingredient is the charge held in the interface bonds, which depends on the atoms that face the metal.

## The line and its missing term

Let $\Phi_M$ be the metal's work function, $\chi$ the oxide's electron affinity and $\Phi_0$ the depth of its charge neutrality level (CNL) below vacuum. Gap states are neutral when filled up to the CNL. The electron barrier $\phi_n=E_C-E_F$ usually plotted against $\Phi_M$ is

$$\phi_n=(\Phi_0-\chi)+S(\Phi_M-\Phi_0),\qquad 0<S\le 1 .$$

The line describes one source of interface dipole, the filling of gap states. Bonds add another. Oxygen draws electrons from the metal, which puts negative charge on the oxide side and raises the oxide's electron energies. Hafnium is more electropositive than tungsten and gives electrons up, which lowers them. A stoichiometric contact has both kinds of bond, and their steps oppose each other. A fully oxygen-terminated contact has lost the opposing kind.

The two dipoles cannot simply be added as if independent, because the gap states respond to the potential of the bonds. The following calculation finds how much of the bond step survives.

## Screening of a bond charge

Let $z$ run from the metal's image plane into the oxide. All charges are averaged along the interface, the permittivity $\varepsilon$ is uniform, and the field vanishes deep in the oxide. The gap states have density $(D/\lambda)e^{-z/\lambda}$ per volume and energy, flat in energy, so $D$ is their total per area and energy. Define

$$w(z)=E_F-E_{\rm CNL}(z).$$

Where $w>0$, gap states above neutrality are filled and the charge is negative. Let a sheet at height $h$ hold $n$ extra electrons per area, with the opposite charge on the metal. The charge density in the oxide is then

$$\rho=-e\frac{D}{\lambda}e^{-z/\lambda}w-en\,\delta(z-h).$$

The electrostatic potential $V$ obeys $V''=-\rho/\varepsilon$. An electron's energy is $-eV$, and $E_{\rm CNL}$ follows it, so $E_{\rm CNL}''=e\rho/\varepsilon$. Since $E_F$ is constant, $w''=-e\rho/\varepsilon$, or

$$w''=\kappa^2w+\frac{e^2n}{\varepsilon}\delta(z-h),\qquad \kappa^2(z)=\frac{e^2D}{\varepsilon\lambda}e^{-z/\lambda}.$$

At $z=0$ the vacuum levels of metal and oxide are aligned. Measured from that level, $E_F=-\Phi_M$ and $E_{\rm CNL}=-\Phi_0$, so $w(0)=\Phi_0-\Phi_M$. Far inside, the conduction band lies $\Phi_0-\chi$ above the CNL, so

$$\phi_n=\Phi_0-\chi-w(\infty).$$

To find $w(\infty)$, introduce a function $g$ with

$$g''=\kappa^2g,\qquad g(0)=0,\qquad g'(\infty)=1 .$$

Multiply the equation for $w$ by $g$, multiply that for $g$ by $w$, and subtract. The terms in $\kappa^2$ cancel:

$$(gw'-wg')'=gw''-wg''=\frac{e^2n}{\varepsilon}g(h)\,\delta(z-h).$$

Integrate over all $z>0$. At large $z$, $g$ grows linearly while $w'$ decays exponentially, so $gw'$ vanishes and the bracket tends to $-w(\infty)$. At $z=0$ it equals $-w(0)g'(0)$. Therefore

$$-w(\infty)+w(0)g'(0)=\frac{e^2n}{\varepsilon}g(h).$$

With $S=g'(0)$, and a sum over several sheets, the barrier becomes

$$\phi_n=(\Phi_0-\chi)+S(\Phi_M-\Phi_0)+\frac{e^2}{\varepsilon}\sum_j n_jg(h_j).$$

Without gap states, $g(h)=h$ and each sheet gives a plain capacitor step. With them, the fraction $g(h)/h$ survives.

### The screening function

Set

$$A=\frac{e^2D\lambda}{\varepsilon},\qquad t=t_0e^{-z/2\lambda},\qquad t_0=2\sqrt A .$$

Then $\kappa^2=t^2/4\lambda^2$ and $dt/dz=-t/2\lambda$. Applying this derivative twice gives

$$g''=\frac{1}{4\lambda^2}\left(t^2\frac{d^2g}{dt^2}+t\frac{dg}{dt}\right),$$

so $g''=\kappa^2g$ turns into $t^2g_{tt}+tg_t-t^2g=0$. This is the modified Bessel equation of order zero, with solutions $I_0(t)$ and $K_0(t)$. Deep in the oxide $t\to0$. There $I_0\to1$ has no slope, while $K_0\to-\ln t+{\rm const}$ has slope $1/2\lambda$ in $z$. Unit slope and $g(0)=0$ then require

$$g(z)=2\lambda\left[K_0(t)-I_0(t)\frac{K_0(t_0)}{I_0(t_0)}\right].$$

Its slope at the metal is

$$g'(0)=-\frac{t_0}{I_0(t_0)}\left[I_0K_0'-I_0'K_0\right]_{t_0}.$$

The Bessel equation makes $t(I_0K_0'-I_0'K_0)$ constant, and its value for $t\to0$ is $-1$. Hence

$$S=\frac{1}{I_0(t_0)}=\frac{1}{1+A+A^2/4+\dots}.$$

Since $g$ starts at zero with positive slope and $g''=\kappa^2g$, it stays positive and curves upward. Its slope rises from $S$ to 1, so

$$S\le\frac{g(h)}{h}\le1 .$$

This is why gap states do not erase the bond step. A bond charge close to the metal is screened by nearly the factor $S$, as a change of work function would be. A deeper one keeps a larger fraction. The part taken back, $h-g(h)$, still grows with depth because $g'<1$, but it levels off once the sheet lies beyond the gap states, while the bare step keeps growing as $h$. The step disappears at fixed $h$ in the limit $A\to\infty$, but there $S\to0$ as well and the metal's work function also ceases to matter.

## What the termination changes

Consider the (001) face of cubic hafnia with lattice constant $a$. In an area $a^2$, a hafnium plane has two atoms and a full oxygen plane four. A slab with $m$ hafnium planes needs $4m$ oxygen atoms, and the $m-1$ planes inside hold $4(m-1)$. Four remain for the two ends, two at each. The stoichiometric termination is therefore a half-filled oxygen plane.

Take $N=4/a^2$ contacts per area, a fraction $x$ of them oxygen and the rest hafnium. These are contacts, not atoms: at $x=0$ each exposed hafnium atom counts twice. Let an oxygen contact gain $q_O$ electrons and a hafnium contact lose $q_H$. The bond term is

$$B(x)=\frac{e^2N}{\varepsilon}\left[xq_Og(h_O)-(1-x)q_Hg(h_H)\right].$$

Subtracting $B(1/2)$, with the charge per contact held fixed, gives

$$\Delta\phi_n=\frac{e^2N}{\varepsilon}\left(x-\tfrac12\right)\left[q_Og(h_O)+q_Hg(h_H)\right].$$

The minus sign has become a plus: going oxygen-rich adds bonds that raise the barrier and removes bonds that lower it. The result does not require perfect cancellation at $x=1/2$. Any remainder there belongs to the reference line.

The charges $q_O$ and $q_H$ are effective values in the finished interface. They include atomic relaxation and the mutual depolarisation of the bonds, but exclude the filling of gap states described by $D$. Taking all the transferred charge from an electronic-structure calculation and then adding a gap-state dipole would count part of it twice.

### Shift or tilt

A metal with a larger work function gives electrons less readily to oxygen and takes them more readily from hafnium. To first order about a reference value $\Phi_r$,

$$q_O=q_O^0-c_O(\Phi_M-\Phi_r),\qquad q_H=q_H^0+c_H(\Phi_M-\Phi_r).$$

Inserting these in $B$ and differentiating gives the slope of the line for termination $x$:

$$\frac{d\phi_n}{d\Phi_M}=S-\frac{e^2N}{\varepsilon}\left[xc_Og(h_O)+(1-x)c_Hg(h_H)\right].$$

Its difference from the stoichiometric slope is

$$-\frac{e^2N}{\varepsilon}\left(x-\tfrac12\right)\left[c_Og(h_O)-c_Hg(h_H)\right].$$

The lines are parallel if the two bond types respond equally after screening. If the oxygen response is the larger one after screening, $c_Og(h_O)>c_Hg(h_H)$, the oxygen-rich line also has the smaller slope.

## How large the effect is

The example uses rough values for tungsten and hafnia: $\Phi_M=4.6$, $\Phi_0=4.8$ and $\chi=2.5$ eV, a gap of 5.8 eV, $a=0.51$ nm and an electronic relative permittivity of 4. The interface parameters are chosen: $D=0.6$ eV$^{-1}$ nm$^{-2}$, $\lambda=0.25$ nm, $h_O=0.10$ nm, $h_H=0.15$ nm, $q_O=0.15$ and $q_H=0.10$. The heights are positions of effective charge, kept the same for every termination. They do not follow the unrelaxed crystal, where the hafnium plane lies $a/4\approx0.13$ nm behind the oxygen plane; with $h_H=0.23$ nm the departure found below would be 0.76 instead of 0.59 eV.

With $e^2/\varepsilon_0=18.095$ eV nm,

$$A=\frac{18.095\times0.6\times0.25}{4}=0.679,\qquad t_0=1.648,\qquad S=0.555 .$$

The screening function gives $g(h_O)=0.0563$ nm and $g(h_H)=0.0858$ nm, so 56% and 57% of the bare steps survive. With $N=15.38$ nm$^{-2}$ the prefactor $e^2N/\varepsilon$ is 69.57 eV/nm. For $x=1$,

$$\Delta\phi_n=69.57\times\tfrac12\times(0.15\times0.0563+0.10\times0.0858)=0.59\ {\rm eV}.$$

The effective work function $\phi_n+\chi$ rises from 4.68 to 5.28 eV. The hafnium-rich contact moves as far the other way, to a barrier of 1.59 eV.

The two dipoles can be separated by using $z$ in place of $g$ in the identity above. Since $(zw'-w)'=zw''$, integration gives $w(0)-w(\infty)=\int_0^\infty zw''dz$, and therefore

$$\phi_n=\Phi_M-\chi+\frac{e^2}{\varepsilon}\sum_jn_jh_j+\frac{e^2}{\varepsilon}\int_0^\infty z\frac{D}{\lambda}e^{-z/\lambda}w\,dz .$$

The last two terms are the bare bond step and the gap-state dipole. In eV, they add up as follows:

- stoichiometric: $2.100+0.000+0.084=2.184$;
- oxygen-rich: $2.100+1.044-0.367=2.777$.

The zero in the first row follows from the choice $q_Oh_O=q_Hh_H$. In the second, the gap-state dipole has changed sign: it opposes the bond step and takes back 0.45 eV of the 1.04 eV. Multiplying the bare step by $S$ gives 0.58 eV, a good estimate here because the bonds lie close to the metal.

For $c_O=0.03$ and $c_H=0.01$ eV$^{-1}$, the slopes are 0.466 (stoichiometric) and 0.437 (oxygen-rich). The departure thus shrinks by about 0.03 eV per eV of work function and is mainly a shift. With $c_H=0.0197$ eV$^{-1}$ the lines would be parallel. Both slopes lie below $S=0.555$, so in this model reading a measured slope as $S$ overstates the gap-state density.

A finite-volume solution of Poisson's equation that makes no use of $g$ tested these results. For $x=0$, 1/2 and 1 and work functions of 4.1, 4.6, 5.1 and 5.6 eV, its barriers agreed with the formula within 0.0002 eV. This confirms the solution of the model, not its parameters. The numerical output follows this section.

## Where the estimate is weak

**Permittivity near the metal.** A macroscopic permittivity is doubtful within a bond length. With a relative permittivity of 2 below the oxygen plane and the bond charges held fixed, the departure grows from 0.59 to 0.94 eV. With the static value, roughly 20, throughout the oxide, it falls to 0.18 eV. The second case partly counts relaxation twice, since the effective charges already include it. Both are sensitivities, not error bounds.

**Bond charge.** Formal valence would assign two electrons to each extra oxygen atom. Adding these to the stoichiometric contact, with its hafnium contacts unchanged, raises the barrier by 3.92 eV to 6.10 eV. That exceeds the gap, so the Fermi level would lie below the valence-band edge. Electrons would leave the valence band for the metal and reduce the step, and the linear model would no longer apply. With the electronic permittivity, formal charges therefore cannot be used for $q_O$ in this linear model. The conclusion depends on the permittivity: with a relative permittivity of 20 the same charge leaves the Fermi level well inside the gap.

**Gap-state spectrum.** If the density grows as $D[1+(w/w_1)^2]$ with $w_1=2$ eV, the departure is 0.586 instead of 0.592 eV. Temperature matters still less: with that spectrum and a Fermi level 0.5 eV from the CNL, the gap-state charge at 300 K differs from its zero-temperature value by 0.05%.

**Applied field.** Let the bands fall away from the metal with slope $F$, so that $w\to w_{\rm ex}+Fz$, and write $g\to z+g_0$. The bracket $gw'-wg'$ now tends to $g_0F-w_{\rm ex}$, which changes the extrapolated barrier by $-g_0F$. Here $g_0$ is negative, because $g'<1$. At 1 MV/cm the barrier rises by 0.024 eV with the electronic permittivity; with the static value, which is closer to the response to a steady field, the rise is about 0.006 eV. The shift contains no bond charge, so it leaves the departure unchanged. Image-force lowering at this field, estimated with the electronic permittivity, is 0.19 eV. It is nearly the same for both terminations, within about 0.01 eV, but it must be considered when a barrier from electron emission is compared with a band offset.

In the oxygen-rich contact, with no applied field, the mean field between the metal and the oxygen plane is 92 MV/cm, far above hafnia's breakdown field of a few MV/cm. It extends over 0.1 nm, where a macroscopic breakdown criterion has no clear meaning. It does show that a linear dielectric response is a strong assumption there.

## Real stacks and what to do

Real hafnia films are often amorphous or polycrystalline, and tungsten can oxidise. A full oxygen plane is thus an extreme case. In the model the departure is proportional to $x-1/2$: with fixed charges per contact, $x=0.6$ gives one fifth of 0.59 eV, about 0.12 eV. The rough bulk parameters are ordinary for this system, and a slope near one half is plausible for hafnia. The bond charges and heights are not measured values, and the departure scales directly with the charges. If a distinct tungsten oxide layer forms, the single bond plane no longer describes the contact, and both new interfaces need their own dipoles.

For a gate that needs a high effective work function, the model favours keeping the contact oxygen-rich, provided that the metal does not form such a layer. For a low one it favours oxygen-poor contacts, at the risk of oxygen vacancies and their charge, which are not included here.

To identify the effect, compare oxygen treatments on otherwise identical stacks of several thicknesses. The model's 0.59 eV would appear as a 0.59 V rise in flat-band voltage that does not depend on thickness, provided that the oxide is much thicker than $\lambda$. A fixed charge at the far side of the oxide gives a shift nearly proportional to its distance from the gate. The extrapolation to zero thickness separates the two approximately, if the other interfaces are unchanged and there is no charge spread through the film. Since $g\to z+g_0$, the far charge leaves an intercept $e^2ng_0/\varepsilon$: for $10^{13}$ electrons per cm$^2$ it is about $-0.11$ V with the electronic permittivity and under 0.01 V in size with the static one. A defect charge at a fixed distance from the gate, such as near-gate oxygen vacancies, is not separated at all, because its shift is also independent of thickness.

Then repeat the comparison with several metals, including one with $\Phi_M$ near $\Phi_0$. Without bond charge, a change in $D$ rotates the line about that point and leaves this metal's barrier unchanged. A clear shift there therefore needs something besides a change in $D$. Part of it may still come from a change in $D$, which alters how strongly any bond charge is screened.

Such a shift does not yet prove a bond dipole. A change $\Delta\Phi_0$ of the neutrality level, with $D$ and the bonds fixed, also shifts the line, by $(1-S)\Delta\Phi_0$. Producing 0.59 eV in this way would take $0.59/0.445\approx1.3$ eV. Barriers measured without an applied field cannot tell the two apart: in this example a small change in $D$ would reproduce the tilt as well. Evidence on the interface atoms is needed as well, such as core-level spectra or a calculation of the relaxed interface.

## Numbers as computed

```
tungsten work function (rough): 4.6 eV
CNL depth below vacuum (rough): 4.8 eV
hafnia electron affinity (rough): 2.5 eV
hafnia band gap (rough): 5.8 eV
electronic relative permittivity (rough): 4.0
gap-state density D (chosen): 0.6 1/(eV nm^2)
gap-state decay length (chosen): 0.25 nm
cubic lattice constant (rough): 0.51 nm
contacts per area N: 15.38 1/nm^2
height of O bond charge (chosen): 0.10 nm
height of Hf bond charge (chosen): 0.15 nm
electrons gained per O contact (chosen): 0.15
electrons lost per Hf contact (chosen): 0.10
fall of O bond charge c_O (chosen): 0.03 1/eV
rise of Hf bond charge c_H (chosen): 0.01 1/eV
e^2/epsilon_0: 18.095 eV nm
screening strength e^2 D lambda/eps: 0.679
Bessel argument t_0: 1.648
gap-state pinning factor S: 0.555
g at O height: 0.0563 nm
g at Hf height: 0.0858 nm
transmitted fraction g/h, O: 0.563
transmitted fraction g/h, Hf: 0.572
prefactor e^2 N/eps: 69.57 eV/nm
barrier without bond charge: 2.189 eV
barrier, Hf-rich x=0: 1.592 eV
barrier, stoichiometric x=1/2: 2.184 eV
barrier, O-rich x=1: 2.777 eV
effective work function, stoichiometric: 4.684 eV
effective work function, O-rich: 5.277 eV
departure of O-rich from stoichiometric: 0.592 eV
bare bond step, stoichiometric: 0.000 eV
gap-state dipole step, stoichiometric: 0.084 eV
bare bond step, O-rich: 1.044 eV
gap-state dipole step, O-rich: -0.367 eV
line slope, stoichiometric: 0.466
line slope, O-rich: 0.437
c_H that makes the lines parallel: 0.0197 1/eV
lowest barrier from changing D alone: 2.100 eV
highest barrier from changing D alone: 2.300 eV
departure, permittivity 2 below O plane: 0.944 eV
departure, static permittivity 20: 0.184 eV
curved gap-state energy scale (chosen): 2.0 eV
departure, curved gap-state density: 0.586 eV
operating field (chosen): 1.0 MV/cm
barrier shift by operating field: 0.0241 eV
image-force lowering at that field: 0.190 eV
mean field between metal and O plane: 91.9 MV/cm
thermal energy at 300 K: 0.0259 eV
relative thermal change of gap charge: 0.00054
shift for two electrons per extra O: 3.92 eV
barrier in that ionic limit: 6.10 eV
```
